# Van der Pauw's Sheet-Resistance Equation by Conformal Mapping: test program

```python
"""Test of van der Pauw's equation for a uniform, simply connected lamella:
       exp(-pi*R1/Rs) + exp(-pi*R2/Rs) = 1
R1 = (V_D - V_C)/I, current I entering at A and leaving at B
R2 = (V_A - V_D)/I, current I entering at B and leaving at C
Rs = sheet resistance; A, B, C, D = point contacts, counterclockwise on the edge.
The resistances are computed in the physical region by a boundary integral
that knows only the edge coordinates, and compared with the half-plane result.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

pi = np.pi


def vdp_sum(r1, r2, rs):
    return np.exp(-pi * r1 / rs) + np.exp(-pi * r2 / rs)


def solve_sheet(r1, r2):
    """Sheet resistance from the two four-terminal resistances."""
    low = 0.999 * pi * min(r1, r2) / np.log(2)
    high = 1.001 * pi * max(r1, r2) / np.log(2)
    return brentq(lambda s: vdp_sum(r1, r2, s) - 1, low, high, xtol=1e-13)


def four_terminal(z, source, sink, plus, minus, rs):
    """(V_plus - V_minus)/I from edge points z (complex, counterclockwise).

    Potential = logarithms of the two current contacts + a single-layer
    potential that restores zero normal current along the insulated edge.
    """
    n = len(z)
    t = 2 * pi * np.arange(n) / n
    k = np.fft.fftfreq(n, 1 / n)
    k[n // 2] = 0
    dz = np.fft.ifft(1j * k * np.fft.fft(z))
    ddz = np.fft.ifft(-k**2 * np.fft.fft(z))
    speed = np.abs(dz)
    normal = -1j * dz / speed
    diff = z[:, None] - z[None, :]
    np.fill_diagonal(diff, 1)
    slope = (normal[:, None] / diff).real      # normal derivative of ln|x-y|
    np.fill_diagonal(slope, (np.conj(dz) * ddz).imag / speed**3 / 2)
    ds = speed * 2 * pi / n
    wanted = rs / pi * (slope[:, source] - slope[:, sink])
    matrix = -0.5 * np.eye(n) + slope * ds / (2 * pi)
    matrix = matrix + np.ones((n, 1)) * ds / ds.sum()   # selects zero net charge
    density = np.linalg.solve(matrix, wanted)

    def potential(p):
        dt = t[p] - t
        m = np.arange(1, n // 2)
        log_weights = (-4 * pi / n * (np.cos(np.outer(dt, m)) / m).sum(axis=1)
                       - 4 * pi / n**2 * np.cos(n / 2 * dt))
        chord = np.abs(2 * np.sin(dt / 2))
        distance = np.abs(z[p] - z)
        chord[p], distance[p] = 1, speed[p]
        smooth = np.log(distance / chord)
        layer = (0.5 * log_weights + smooth * 2 * pi / n) @ (density * speed)
        logs = np.log(abs(z[p] - z[sink]) / abs(z[p] - z[source]))
        return layer / (2 * pi) + rs / pi * logs

    return potential(plus) - potential(minus)


def both_resistances(z, contacts, rs):
    a, b, c, d = contacts
    return (four_terminal(z, a, b, d, c, rs), four_terminal(z, b, c, a, d, rs))


# ---------------- worked example: TiN film, rough typical values ----------------
thickness_nm = 50.0
resistivity = 80.0                               # microohm cm
rs_true = resistivity / (0.1 * thickness_nm)     # 1 ohm nm = 0.1 microohm cm
current_mA = 1.0

# Lamella = image of the unit disk under a cubic polynomial (lengths in mm)
scale_mm, c2, c3 = 5.0, 0.22, 0.12j
assert 2 * abs(c2) + 3 * abs(c3) < 1             # sufficient for a one-to-one map


def shape(w):
    return scale_mm * (w + c2 * w**2 + c3 * w**3)


def shape_slope(w):
    return scale_mm * (1 + 2 * c2 * w + 3 * c3 * w**2)


def edge(n):
    t = 2 * pi * np.arange(n) / n
    angle = t + 0.3 * np.sin(t)     # edge points not uniform in the disk angle
    return angle, shape(np.exp(1j * angle))


angles, z_edge = edge(360)
contacts = np.array([20, 110, 190, 290])
r1, r2 = both_resistances(z_edge, contacts, rs_true)
fine_r1, fine_r2 = both_resistances(edge(720)[1], 2 * contacts, rs_true)
grid_change = max(abs(fine_r1 - r1), abs(fine_r2 - r2))
assert grid_change < 1e-7 * rs_true

# Half-plane positions of the contacts and the mapped formulas
theta = angles[contacts]
x1, x2, x3, x4 = x = -1 / np.tan(theta / 2)
assert np.all(np.diff(x) > 0)
e1 = (x4 - x1) * (x3 - x2) / ((x4 - x2) * (x3 - x1))
e2 = (x2 - x1) * (x4 - x3) / ((x4 - x2) * (x3 - x1))
assert abs(np.exp(-pi * r1 / rs_true) - e1) < 1e-7
assert abs(np.exp(-pi * r2 / rs_true) - e2) < 1e-7
assert abs(vdp_sum(r1, r2, rs_true) - 1) < 1e-7
rs_found = solve_sheet(r1, r2)
assert abs(rs_found / rs_true - 1) < 1e-6
rs_average = pi / np.log(2) * (r1 + r2) / 2

# Second shape: a wavy star, for which no conformal map is supplied
phi = 2 * pi * np.arange(600) / 600
star = (1 + 0.15 * np.cos(3 * phi) + 0.1 * np.sin(2 * phi)
        + 0.05 * np.cos(5 * phi)) * np.exp(1j * phi)
star_r1, star_r2 = both_resistances(star, [15, 140, 333, 471], 1.0)
star_sum = vdp_sum(star_r1, star_r2, 1.0)
assert abs(star_sum - 1) < 1e-7

# Disk with four equally spaced contacts
disk_r1, disk_r2 = both_resistances(np.exp(1j * phi), [0, 150, 300, 450], 1.0)
assert abs(disk_r1 - np.log(2) / pi) < 1e-9 and abs(disk_r2 - disk_r1) < 1e-9

# ---------------- a hole breaks the equation ----------------
hole = 0.5                                       # hole radius / disk radius


def hole_factor(m):
    return (1 + hole**(2 * m)) / (1 - hole**(2 * m))


for m in (1, 2, 3):                              # radial equation, insulated hole
    radial = solve_ivp(lambda r, y: [y[1], m**2 * y[0] / r**2 - y[1] / r],
                       (hole, 1), [1, 0], rtol=1e-10, atol=1e-12).y[:, -1]
    assert abs(m * radial[0] / radial[1] - hole_factor(m)) < 1e-6
orders = np.arange(1, 60)
extra = np.sum((hole_factor(orders) - 1) / orders
               * 2 * (np.cos(orders * pi / 2) - np.cos(orders * pi)))
hole_r = disk_r1 + extra / pi
hole_sum = vdp_sum(hole_r, hole_r, 1.0)
assert hole_sum < 0.9


# ---------------- contacts of finite length ----------------
def contact_voltages(centres, halfwidths, currents, rs, modes=12, quad=96):
    """Voltages of equipotential arcs on the edge of the unit disk.

    On each arc, angle = centre + halfwidth*cos(p), and the current entering
    per dp is a cosine series in p; total currents are prescribed.
    """
    n = len(centres)
    order = np.arange(modes)
    p = (np.arange(modes) + 0.5) * pi / modes
    q = (np.arange(quad) + 0.5) * pi / quad
    basis = np.cos(np.outer(q, order)) * pi / quad
    size = n * (modes + 1)
    matrix, right = np.zeros((size, size)), np.zeros(size)
    for k in range(n):
        rows = slice(k * modes, (k + 1) * modes)
        for j in range(n):
            gap = (centres[k] + halfwidths[k] * np.cos(p))[:, None] \
                - (centres[j] + halfwidths[j] * np.cos(q))[None, :]
            if j == k:
                singular = -pi * np.cos(np.outer(p, order)) / np.maximum(order, 1)
                singular[:, 0] = pi * np.log(halfwidths[k] / 2)
                block = np.log(np.sinc(gap / (2 * pi))) @ basis + singular
            else:
                block = np.log(np.abs(2 * np.sin(gap / 2))) @ basis
            matrix[rows, j * modes:(j + 1) * modes] = -rs / pi * block
        matrix[rows, n * modes + k] = -1
        matrix[n * modes + k, k * modes] = pi
        right[n * modes + k] = currents[k]
    return np.linalg.solve(matrix, right)[n * modes:]


# Two opposite quarter arcs: resistance equals the sheet resistance by duality
quarter = contact_voltages([0, pi], [pi / 4, pi / 4], [1, -1], 1.0)
assert abs(quarter[0] - quarter[1] - 1) < 1e-6


def finite_contact_result(length_mm):
    half = length_mm / (2 * np.abs(shape_slope(np.exp(1j * theta))))
    v_ab = contact_voltages(theta, half, [1, -1, 0, 0], rs_true)
    v_bc = contact_voltages(theta, half, [0, 1, -1, 0], rs_true)
    chord = np.abs(shape(np.exp(1j * (theta + half)))
                   - shape(np.exp(1j * (theta - half))))
    found = solve_sheet(v_ab[3] - v_ab[2], v_bc[0] - v_bc[3])
    return found / rs_true - 1, v_ab[0] - v_ab[1], chord


contact_mm = 0.5
contact_error, two_terminal, chords = finite_contact_result(contact_mm)
half_error = finite_contact_result(contact_mm / 2)[0]
error_ratio = contact_error / half_error
assert 3.5 < error_ratio < 4.5
assert abs(finite_contact_result(contact_mm / 100)[0]) < 1e-5

# ---------------- non-uniform sheet resistance ----------------
# Network check of: change of R = sum over resistors of dr * i * i'
rng = np.random.default_rng(4)
side = 6
links = [(side * i + j, side * i + j + 1)
         for i in range(side) for j in range(side - 1)]
links += [(side * i + j, side * i + j + side)
          for i in range(side - 1) for j in range(side)]
incidence = np.zeros((len(links), side**2))
for row, (tail, head) in enumerate(links):
    incidence[row, tail], incidence[row, head] = 1, -1


def network(resistors, enter, leave):
    laplacian = incidence.T @ (incidence / resistors[:, None])
    feed = np.zeros(side**2)
    feed[enter], feed[leave] = 1, -1
    volts = np.linalg.pinv(laplacian) @ feed
    return volts, incidence @ volts / resistors


res = rng.uniform(1, 2, len(links))
change = rng.uniform(-1, 1, len(links))
na, nb, nc, nd = 0, side - 1, side**2 - 1, side**2 - side
step = 1e-4
up = network(res + step * change, na, nb)[0]
down = network(res - step * change, na, nb)[0]
numeric = ((up[nd] - up[nc]) - (down[nd] - down[nc])) / (2 * step)
predicted = np.sum(change * network(res, na, nb)[1] * network(res, nd, nc)[1])
assert abs(numeric - predicted) < 1e-6

# Same rule on the lamella; quadrature in the disk, refined toward the contacts
node, weight = np.polynomial.legendre.leggauss(120)
node, weight = (node + 1) / 2, weight / 2
radius, radius_w = 1 - node**3, 3 * node**2 * weight
ends = np.append(theta, theta[0] + 2 * pi)
blend = node**3 * (10 - 15 * node + 6 * node**2)
blend_w = 30 * node**2 * (1 - node)**2 * weight
ang = np.concatenate([ends[i] + (ends[i + 1] - ends[i]) * blend for i in range(4)])
ang_w = np.concatenate([(ends[i + 1] - ends[i]) * blend_w for i in range(4)])
w = radius[:, None] * np.exp(1j * ang)[None, :]
disk_area = (radius * radius_w)[:, None] * ang_w[None, :]
wa, wb, wc, wd = np.exp(1j * theta)


def flow(enter, leave):
    return (1 / (w - enter) - 1 / (w - leave)) / pi


weight1 = (flow(wa, wb) * np.conj(flow(wd, wc))).real * disk_area
weight2 = (flow(wb, wc) * np.conj(flow(wa, wd))).real * disk_area
assert abs(rs_true * weight1.sum() / r1 - 1) < 1e-3
assert abs(rs_true * weight2.sum() / r2 - 1) < 1e-3
true_area = np.abs(shape_slope(w))**2 * disk_area
area_mm2 = true_area.sum()
polygon = 0.5 * np.sum((np.conj(z_edge) * np.roll(z_edge, -1)).imag)
assert abs(area_mm2 / polygon - 1) < 1e-3
position = shape(w)
width_mm = np.ptp(z_edge.real)
height_mm = np.ptp(z_edge.imag)
variation = 0.05


def profile_error(profile):
    """Relative error of the extracted value against the area average."""
    relative = variation * (profile - np.sum(profile * true_area) / area_mm2)
    new1 = r1 + rs_true * np.sum(relative * weight1)
    new2 = r2 + rs_true * np.sum(relative * weight2)
    return solve_sheet(new1, new2) / rs_true - 1


wedge_error = profile_error(position.real / width_mm)
bowl_error = profile_error(np.abs(position)**2 / np.max(np.abs(z_edge))**2)

# ---------------- temperature, heating, thickness ----------------
temp_coefficient = 5e-4                          # per K, rough
drift_K = 5.0
drift_error = temp_coefficient * drift_K
power_uW = current_mA**2 * two_terminal          # mA^2 * ohm = microwatt
air_cooling = 10.0                               # W/(m2 K), rough, one face
heating_K = power_uW * 1e-6 / (air_cooling * area_mm2 * 1e-6)
thickness_ratio = thickness_nm * 1e-6 / contact_mm

# ---------------- output ----------------
print(f"film thickness: {thickness_nm:.0f} nm")
print(f"input resistivity (rough): {resistivity:.1f} microohm cm")
print(f"input sheet resistance: {rs_true:.4f} ohm/sq")
print(f"map scale: {scale_mm:.1f} mm; c2 = {c2}; c3 = {c3}")
print(f"lamella width, height: {width_mm:.2f}, {height_mm:.2f} mm")
print(f"lamella area: {area_mm2:.2f} mm2")
for name, th, xx, zz in zip("ABCD", theta, x, z_edge[contacts]):
    print(f"{name}: disk angle {th:.5f} rad, half-plane x {xx:.5f}, "
          f"place ({zz.real:.3f}, {zz.imag:.3f}) mm")
print(f"R1 from boundary integral: {r1:.6f} ohm")
print(f"R2 from boundary integral: {r2:.6f} ohm")
print(f"R1 from half-plane formula: {-rs_true / pi * np.log(e1):.6f} ohm")
print(f"R2 from half-plane formula: {-rs_true / pi * np.log(e2):.6f} ohm")
print(f"change of R on doubling edge points: {grid_change:.1e} ohm")
print(f"exp(-pi R1/Rs): {np.exp(-pi * r1 / rs_true):.6f}")
print(f"exp(-pi R2/Rs): {np.exp(-pi * r2 / rs_true):.6f}")
print(f"sum minus 1, lamella: {vdp_sum(r1, r2, rs_true) - 1:.1e}")
print(f"sum minus 1, wavy star: {star_sum - 1:.1e}")
print(f"star R1/Rs, R2/Rs: {star_r1:.6f}, {star_r2:.6f}")
print(f"voltages at {current_mA:.0f} mA: {r1 * current_mA:.4f}, "
      f"{r2 * current_mA:.4f} mV")
print(f"recovered sheet resistance: {rs_found:.4f} ohm/sq")
print(f"recovered resistivity: {rs_found * thickness_nm * 0.1:.3f} microohm cm")
print(f"lower bound for root: {pi * min(r1, r2) / np.log(2):.4f} ohm/sq")
print(f"upper bound for root: {pi * max(r1, r2) / np.log(2):.4f} ohm/sq")
print(f"plain average formula: {rs_average:.4f} ohm/sq")
print(f"correction factor Rs/average: {rs_found / rs_average:.5f}")
print(f"pi/ln 2: {pi / np.log(2):.5f}")
print(f"disk with hole, radius ratio {hole}: sum = {hole_sum:.4f}")
print(f"hole: apparent Rs / true Rs = {pi * hole_r / np.log(2):.4f}")
print(f"nominal contact length: {contact_mm:.2f} mm")
print(f"contact chords: {chords.min():.3f} to {chords.max():.3f} mm")
print(f"Rs error from finite contacts: {100 * contact_error:.4f} %")
print(f"same, half the length: {100 * half_error:.4f} %")
print(f"ratio of these errors: {error_ratio:.3f}")
print(f"assumed sheet-resistance variation: {100 * variation:.0f} %")
print(f"Rs error against area mean, wedge along x: {100 * wedge_error:.3f} %")
print(f"Rs error against area mean, bowl: {100 * bowl_error:.3f} %")
print(f"temperature coefficient (rough): {temp_coefficient:.1e} 1/K")
print(f"Rs change for {drift_K:.0f} K drift: {100 * drift_error:.2f} %")
print(f"two-terminal resistance A-B: {two_terminal:.2f} ohm")
print(f"Joule power: {power_uW:.1f} microwatt")
print(f"air cooling (rough): {air_cooling:.0f} W/(m2 K)")
print(f"mean heating, air cooling only: {heating_K:.3f} K")
print(f"Rs change by heating: {100 * temp_coefficient * heating_K:.5f} %")
print(f"film thickness / contact length: {thickness_ratio:.1e}")
print("success")
```

Printed output:

```
film thickness: 50 nm
input resistivity (rough): 80.0 microohm cm
input sheet resistance: 16.0000 ohm/sq
map scale: 5.0 mm; c2 = 0.22; c3 = 0.12j
lamella width, height: 10.66, 10.97 mm
lamella area: 89.54 mm2
A: disk angle 0.45167 rad, half-plane x -4.35246, place (4.593, 3.175) mm
B: disk angle 2.20177 rad, half-plane x -0.50785, place (-3.474, 3.558) mm
C: disk angle 3.26403 rad, half-plane x 0.06130, place (-3.680, -0.904) mm
D: disk angle 4.77955 rad, half-plane x 1.06952, place (-1.342, -5.256) mm
R1 from boundary integral: 4.143818 ohm
R2 from boundary integral: 2.982572 ohm
R1 from half-plane formula: 4.143818 ohm
R2 from half-plane formula: 2.982572 ohm
change of R on doubling edge points: 6.0e-14 ohm
exp(-pi R1/Rs): 0.443243
exp(-pi R2/Rs): 0.556757
sum minus 1, lamella: 7.8e-15
sum minus 1, wavy star: -4.7e-15
star R1/Rs, R2/Rs: 0.110008, 0.391618
voltages at 1 mA: 4.1438, 2.9826 mV
recovered sheet resistance: 16.0000 ohm/sq
recovered resistivity: 80.000 microohm cm
lower bound for root: 13.5181 ohm/sq
upper bound for root: 18.7813 ohm/sq
plain average formula: 16.1497 ohm/sq
correction factor Rs/average: 0.99073
pi/ln 2: 4.53236
disk with hole, radius ratio 0.5: sum = 0.3368
hole: apparent Rs / true Rs = 2.5701
nominal contact length: 0.50 mm
contact chords: 0.500 to 0.500 mm
Rs error from finite contacts: -0.1848 %
same, half the length: -0.0460 %
ratio of these errors: 4.014
assumed sheet-resistance variation: 5 %
Rs error against area mean, wedge along x: -0.826 %
Rs error against area mean, bowl: -1.072 %
temperature coefficient (rough): 5.0e-04 1/K
Rs change for 5 K drift: 0.25 %
two-terminal resistance A-B: 43.34 ohm
Joule power: 43.3 microwatt
air cooling (rough): 10 W/(m2 K)
mean heating, air cooling only: 0.048 K
Rs change by heating: 0.00242 %
film thickness / contact length: 1.0e-04
success
```
